# Soft transition-state modes and the decomposition temperature of a precursor vapour

**Setting.** A precursor molecule in the vapour decomposes by a unimolecular reaction with rate constant $k(T)$. Its fixed-rate decomposition temperature is the temperature at which $k(T)$ reaches a chosen value $k^*$. Two candidate transition states, "loose" and "tight", have the same classical barrier $E=150$ kJ/mol $=1.5546$ eV, measured from the minimum of the reactant well to the saddle point. They differ in one vibration, a ligand mode of 20 cm$^{-1}$ in the loose state and 50 cm$^{-1}$ in the tight one. The loose state gives $k=k^*$ at $T=500$ K.

Unless a part says otherwise, assume that:

- transition-state theory holds, without recrossing or tunnelling;
- collisions keep the reactant in thermal equilibrium (the high-pressure limit);
- all vibrations are harmonic and classical;
- rotational factors and symmetry numbers are the same for the reactant and both transition states.

The algebra uses atomic units, so $\hbar=1$ and $h=2\pi$. Boltzmann's constant $k_B$ is kept, and $\beta=1/k_BT$.

## Part (a)

**Question.** Find the classical partition function of a mode of angular frequency $\omega$. What happens to the mode's mean energy and entropy when $\omega$ is multiplied by $r$?

**Answer.** For a coordinate $x$ with mass $m$, one quantum state occupies the phase-space area $2\pi$. Hence

$$q=\frac{1}{2\pi}\int dp\,e^{-\beta p^2/2m}\int dx\,e^{-\beta m\omega^2x^2/2}
=\frac{1}{2\pi}\sqrt{\frac{2\pi m}{\beta}}\sqrt{\frac{2\pi}{\beta m\omega^2}}=\frac{k_BT}{\omega}.$$

The mean energy is $U=-\partial\ln q/\partial\beta$. Since $\ln q=-\ln\beta-\ln\omega$, this gives $U=1/\beta=k_BT$, whatever the frequency. The free energy is $F=-k_BT\ln q$, so the entropy is

$$S=\frac{U-F}{T}=k_B\left(1+\ln\frac{k_BT}{\omega}\right).$$

Stiffening the mode by a factor $r$ leaves $U$ unchanged and lowers $S$ by $k_B\ln r$. The stiffer mode explores a narrower range of $x$ at the same energy.

At 500 K, $k_BT=0.04309$ eV, and $q$ is 17.376 for the 20 cm$^{-1}$ mode and 6.950 for the 50 cm$^{-1}$ mode. Their ratio is $r=2.50$, with $\ln r=0.9163$. Explicit sums over the quantum levels give an entropy loss of $0.9156\,k_B$, so the classical treatment of these two oscillators is good.

## Part (b)

**Question.** Derive the rate constant from the one-way flux through the saddle, and show that its prefactor does not depend on temperature.

**Answer.** Let $s$ be the reaction coordinate, with mass $m$, momentum $p_s$ and the saddle at $s=0$. The rate constant is the equilibrium flux crossing $s=0$ towards products, divided by the reactant population. In the flux, the integral over $s$ is removed by $\delta(s)$, and the integral over positive $p_s$ is

$$\frac{1}{2\pi}\int_0^\infty dp_s\,\frac{p_s}{m}\,e^{-\beta p_s^2/2m}=\frac{1}{2\pi\beta}=\frac{k_BT}{2\pi}.$$

The mass has dropped out. The remaining coordinates give the transition-state partition function $Q_{TS}$, and the height of the saddle gives $e^{-\beta E}$. Therefore

$$k=\frac{k_BT}{2\pi}\,\frac{Q_{TS}}{Q_R}\,e^{-E/k_BT}.$$

The reactant has $N$ vibrations. The transition state has $N-1$, because one has become the reaction coordinate. With the result of part (a),

$$\frac{Q_{TS}}{Q_R}=\frac{(k_BT)^{N-1}/\prod_j\omega_j^{TS}}{(k_BT)^{N}/\prod_i\omega_i^{R}}
=\frac{1}{k_BT}\,\frac{\prod_i\omega_i^{R}}{\prod_j\omega_j^{TS}}.$$

The factor $1/k_BT$ cancels the $k_BT$ of the flux:

$$k=A\,e^{-E/k_BT},\qquad A=\frac{1}{2\pi}\frac{\prod_i\omega_i^{R}}{\prod_j\omega_j^{TS}}.$$

Stiffening one transition-state mode by $r$ divides $A$ by $r$ and leaves $E$ alone.

The harmonic treatment of the reactant well can be tested on a model. Take unit masses and the potential $(1-s^2)^2+\tfrac12w(s)^2y^2$, whose barrier is 1. Let $w^2=9+(w_\ddagger^2-9)\,e^{-(s/0.25)^2}$, which passes from $3^2$ in the well to $w_\ddagger^2$ at the saddle, with $w_\ddagger=0.4$ or 1.0. Direct phase-space integration at $\beta=36$ and 72 differs from the harmonic rate by at most 0.53% of that rate. At $\beta=36$ the two saddles give a flux ratio of 2.5000, which is built in: the potential is harmonic in $y$ and the surface is fixed at $s=0$. The model also shows where the no-recrossing assumption fails. Integrating out $y$ leaves the free energy $\beta(1-s^2)^2+\ln w(s)$, whose $s^2$ coefficient is $8(9-w_\ddagger^2)/w_\ddagger^2-2\beta$. At $\beta=36$ this is $64-72<0$ for $w_\ddagger=1.0$ but $442-72>0$ for $w_\ddagger=0.4$, so the bottleneck of the loose case moves out to $|s|=0.074$, where the flux is 0.62 of that at $s=0$. The ratio at the best surfaces is 1.56, and classical trajectories, which recross, give about 1.2. A mode that is soft only close to the saddle therefore changes the true rate by less than the factor $r$.

The small deviation comes from the well. With $z$ the displacement from its minimum, the potential along $s$ is $4z^2-4z^3+z^4$, and the Gaussian average has $\langle z^2\rangle=1/8\beta$. The leading relative change of the well's partition function is then

$$-\beta\langle z^4\rangle+\tfrac12(4\beta)^2\langle z^6\rangle=-\frac{3}{64\beta}+\frac{15}{64\beta}=\frac{3}{16\beta},$$

which is 0.52% at $\beta=36$.

## Part (c)

**Question.** Show that the fixed-rate temperature of the tight transition state lies about 13 K above that of the loose one. Which quantities does the shift depend on, and when does no solution exist?

**Answer.** Let the tight state reach $k^*$ at $T'$. With $A$ the loose prefactor, equal rates mean

$$A\,e^{-E/k_BT}=\frac{A}{r}\,e^{-E/k_BT'}.$$

Cancel $A$, take logarithms and multiply by $-k_B/E$:

$$\frac1{T'}=\frac1T-\frac{k_B\ln r}{E}
\quad\Longrightarrow\quad
T'=\frac{T}{1-\epsilon},\qquad \epsilon=\frac{k_BT\ln r}{E}.$$

Here $E/k_BT=36.082$, so $\epsilon=0.9163/36.082=0.02539$ and

$$T'=\frac{500\ \mathrm{K}}{1-0.02539}=513.03\ \mathrm{K},\qquad \Delta T=T'-T=13.03\ \mathrm{K}.$$

The prefactor and $k^*$ have dropped out once $T$ is given. The mode enters through the ratio $r$ alone, so in this model a change from 40 to 100 cm$^{-1}$ has the same effect.

For small $\epsilon$,

$$\Delta T=\frac{T\epsilon}{1-\epsilon}=T\epsilon+T\epsilon^2+\dots$$

The linear term is 12.70 K, and adding the quadratic term gives 13.02 K. The linear estimate falls short because $d\ln k/dT=E/k_BT^2$ decreases on heating, so each further kelvin raises the rate by a smaller factor. Replacing $r$ by $1/r$ describes a mode that softens by the same factor. The temperature then falls by $T\epsilon/(1+\epsilon)$, somewhat less than the rise found above.

A solution requires $\epsilon<1$, that is $\ln r<E/k_BT$. Otherwise $A/r\le k^*$, and since $A/r$ is the high-temperature limit of the tight rate, $k^*$ is not reached at any finite temperature.

## Part (d)

**Question.** The reactant has a 400 cm$^{-1}$ stretch, which becomes the reaction coordinate, and a 20 cm$^{-1}$ ligand mode. All other modes are the same in the reactant and both transition states. Find the prefactors and the fraction of vapour lost in 1 s at 500 K. What change of barrier would give the same temperature shift?

**Answer.** In the loose state the ligand mode cancels between reactant and transition state. Thus $A=\omega_{\rm stretch}/2\pi$, the ordinary frequency of the stretch, which is $1.199\times10^{13}$ s$^{-1}$. The tight state has $A/r=4.797\times10^{12}$ s$^{-1}$. The fixed rate is

$$k^*=1.199\times10^{13}\,e^{-36.082}\ \mathrm{s^{-1}}=2.563\times10^{-3}\ \mathrm{s^{-1}}.$$

First-order decay over a time $t$ removes the fraction $1-e^{-kt}$. In 1 s at 500 K this is 0.256% for the loose state. For the tight state $k=1.025\times10^{-3}$ s$^{-1}$ and the loss is 0.102%. At fixed temperature the mode changes the loss by a factor of about 2.5; at fixed rate it moves the temperature by 13 K.

Now keep the loose prefactor and raise the barrier by $\delta$. The rate is restored when the exponents agree:

$$\frac{E+\delta}{T'}=\frac ET\quad\Longrightarrow\quad
\delta=E\,\frac{\Delta T}{T}=1.5546\times\frac{13.03}{500}\ \mathrm{eV}=0.0405\ \mathrm{eV}.$$

The same relation shows that a barrier error of 0.05 eV moves the temperature by $500\times0.05/1.5546=16.08$ K. A calculation with that uncertainty cannot fix the absolute decomposition temperature to 13 K, however well the soft mode is known.

## Part (e)

**Question.** Suppose instead that the reactant's stretch is frozen in its ground level, and that 1.5546 eV is the barrier measured from that level. How does the shift change?

**Answer.** The frozen stretch contributes a factor 1 to $Q_R$ in place of $k_BT/\omega$. One power of temperature now survives, $k\propto T\,e^{-E/k_BT}$, and

$$\frac{d\ln k}{dT}=\frac1T+\frac{E}{k_BT^2}=\frac{E+k_BT}{k_BT^2}.$$

The rate climbs slightly faster with temperature, so less heating is needed. Equating the rates gives

$$\frac{E}{k_BT}\left(1-\frac{T}{T'}\right)+\ln\frac{T'}{T}=\ln r,$$

whose numerical solution is $\Delta T=12.66$ K. The result of about 13 K therefore survives this opposite limit for the stretch.

## Part (f)

**Question.** A 20 cm$^{-1}$ ligand mode may be a torsion. Replace it by a hindered rotor with reduced moment of inertia $I$ and potential $V=\tfrac12V_0(1-\cos n\phi)$, keeping the harmonic frequencies. Does the 13 K survive for $I=50$ amu Å$^2$?

**Answer.** Near its minimum, $V\approx\tfrac14V_0n^2\phi^2$. Setting this equal to $\tfrac12I\omega^2\phi^2$ and writing $B=1/2I$ gives

$$\omega^2=\frac{V_0n^2}{2I}=n^2BV_0,\qquad V_0=\frac{\omega^2}{n^2B}.$$

In the harmonic picture $\langle\phi^2\rangle=k_BT/I\omega^2=2Bk_BT/\omega^2$. For the soft mode at 500 K the root-mean-square swing is 43.9°. The top of the torsional barrier lies at $\phi=\pi/n$, which is 60° for a threefold rotor. In that case the parabola is used far outside its range.

The classical rotor partition function, with $u=V_0/2k_BT$, is

$$q=\frac{1}{2\pi}\sqrt{2\pi Ik_BT}\int_0^{2\pi}d\phi\,e^{-u(1-\cos n\phi)}
=\sqrt{\frac{\pi k_BT}{B}}\;e^{-u}I_0(u),$$

where $I_0$ is the modified Bessel function, defined by $2\pi I_0(u)=\int_0^{2\pi}e^{u\cos\theta}d\theta$. Two limits explain its behaviour.

- **High torsional barrier.** Here $e^{-u}I_0(u)\approx(1+1/8u)/\sqrt{2\pi u}$, so $q\approx(nk_BT/\omega)(1+1/8u)$. This is the harmonic result for $n$ wells, slightly enlarged because the cosine is flatter than the parabola. The enlargement is greater for the softer mode, which pushes the ratio of the two $q$ values above $r$.
- **Low torsional barrier.** Here $q\to\sqrt{\pi k_BT/B}$, the free-rotor value, which no longer depends on $\omega$. The angle cannot spread beyond a full circle, and the ratio falls towards 1.

Let the reactant's ligand mode be the same rotor as in the loose state, so that it still cancels there. The equal-rate condition is that of part (c), with $\ln r$ replaced by the logarithm of the rotor ratio at $T'$. The results are:

| $n$ | $V_0$, loose / tight (eV) | $q$ ratio at 500 K | $\Delta T$ (K) |
|---|---|---|---|
| 1 | 0.147 / 0.919 | 2.747 | 14.45 |
| 2 | 0.037 / 0.230 | 2.625 | 13.65 |
| 3 | 0.016 / 0.102 | 1.974 | 9.50 |

In the threefold case the loose rotor's barrier is well below $k_BT=0.043$ eV. The rotor is then nearly free, and more than a quarter of the harmonic shift disappears. The twofold case, with a loose barrier of $0.85\,k_BT$, lies between the two limits, where the two effects nearly cancel. For this cosine potential the shift stays at about 13 to 15 K while the loose barrier exceeds roughly $0.7\,k_BT$, and drops quickly below that. For a nearly free rotor $q\approx\sqrt{\pi k_BT/B}\,e^{-\langle V\rangle/k_BT}$, so what matters is the average $\langle V\rangle$ over the circle, not the curvature at the minimum.

## Part (g)

**Question.** Estimate the effects of quantum statistics, tunnelling and finite pressure, and set the model beside a real precursor.

**Answer.** *Quantum statistics.* With explicit level sums for the three modes that do not cancel identically, and $E$ again the classical barrier, the shift is 13.08 K. The correction is small because the lost stretch is only 400 cm$^{-1}$. If a 2900 cm$^{-1}$ C–H stretch were lost instead, its zero-point energy would lower the effective barrier by 0.18 eV and the shift would be 14.3 K.

*Tunnelling.* A parabolic barrier of imaginary frequency $i\omega_b$ transmits a particle of energy $\varepsilon$, relative to its top, with probability $1/(1+e^{-2\pi\varepsilon/\omega_b})$. Averaging over the thermal flux, with $x=\omega_b/k_BT$ and $\eta=\beta\varepsilon$, gives

$$\kappa=\int_{-\infty}^{\infty}\frac{e^{-\eta}\,d\eta}{1+e^{-2\pi\eta/x}}=\frac{x/2}{\sin(x/2)},\qquad x<2\pi.$$

The substitution $z=e^{-2\pi\eta/x}$ turns this into the standard integral $\int_0^\infty z^{a-1}dz/(1+z)=\pi/\sin\pi a$ with $a=x/2\pi$. For a rough value of $1000i$ cm$^{-1}$, as for a transferring hydrogen, $\kappa=1.451$ at 500 K. It lowers the loose state's temperature at the original $k^*$ by 5.23 K. If both states have the same $\kappa(T)$ and the loose one is again referred to 500 K, the shift becomes 13.33 K. The common factor nearly cancels in the comparison.

*Finite pressure.* A molecule of energy $\varepsilon>E$, now measured from the well minimum, is given the classical decay rate $k(\varepsilon)=A(1-E/\varepsilon)^{39}$, for 40 effective oscillators. It competes with deactivating collisions at a rate $Z$, each assumed to be fully effective, so its contribution to the rate is reduced by the factor $Z/[Z+k(\varepsilon)]$. For masses of 355 and 28 amu, a collision distance of 6 Å and 1 Torr, $Z=1.40\times10^7$ s$^{-1}$. The loose rate is then lowered by a fraction $2.0\times10^{-4}$ of its high-pressure value, which is negligible. This depends strongly on the assumed number of oscillators: with 20 instead of 40 the loss is about 2%, and with 15 about 10%, so a smaller molecule may need a proper falloff calculation. If only one collision in ten deactivates, the losses for 40, 20 and 15 oscillators become 0.19%, 11% and 31%.

*A real case.* The mass of 355 amu used for the collision rate is that of tetrakis(dimethylamido)hafnium, a precursor of hafnium oxide films. The barrier and the modes are model inputs, not data for that compound. In a reactor, hot walls may also decompose the precursor, which the gas-phase model leaves out. That channel is not computed here, but its leverage can be judged. If walls multiplied the tight state's rate by a temperature-independent 2.5, its prefactor $A/r$ would return to $A$, and its fixed-rate temperature would return from 513 K to 500 K. Wall chemistry of that strength moves the absolute temperature by as much as the stiffer mode does, but it cancels the gain only if it acts on the tight case alone. The same factor 2.5 applied to both cases leaves a gap of 12.4 K, and the same extra wall rate (1.5 times the tight rate) added to both leaves 6.4 K.

## Computed values

```
barrier: 150 kJ/mol = 1.5546 eV
reference temperature: 500 K
thermal energy kB*T: 0.04309 eV
barrier over kB*T: 36.082
transition-state modes: 20 and 50 1/cm
reactant modes: 400 and 20 1/cm
classical q of soft mode: 17.376
classical q of stiff mode: 6.950
ratio r: 2.50, ln r: 0.9163
flux-integral rate ratio: 2.5000
largest flux/harmonic deviation: 0.53 %
entropy loss from level sums: 0.9156 kB
prefactor, loose: 1.199e+13 1/s
prefactor, tight: 4.797e+12 1/s
fixed rate k*: 2.563e-03 1/s
tight rate at reference T: 1.025e-03 1/s
residence time: 1 s
loss at reference T, loose: 0.256 %
loss at reference T, tight: 0.102 %
new fixed-rate temperature: 513.03 K
exact shift: 13.03 K
linear estimate: 12.70 K
second-order estimate: 13.02 K
barrier rise of equal effect: 0.0405 eV
shift from 0.05 eV barrier error: 16.08 K
shift, all modes quantum: 13.08 K
shift, lost stretch frozen: 12.66 K
imaginary mode: 1000i 1/cm
tunnelling factor at reference T: 1.451
shift with tunnelling: 13.33 K
loose fixed-rate T lowered by tunnelling: 5.23 K
rotor reduced moment: 50 amu angstrom^2
harmonic rms swing, soft mode: 43.9 degrees
1-fold rotor heights: 0.1471, 0.9193 eV
1-fold rotor: q ratio 2.747, shift 14.45 K
2-fold rotor heights: 0.0368, 0.2298 eV
2-fold rotor: q ratio 2.625, shift 13.65 K
3-fold rotor heights: 0.0163, 0.1021 eV
3-fold rotor: q ratio 1.974, shift 9.50 K
gas pressure: 1 Torr
masses: 355 and 28 amu
collision distance: 6 angstrom
effective oscillators: 40
collision rate: 1.40e+07 1/s
fractional rate loss by falloff: 2.0e-04
```
